# PBE pseudopotentials in PBE0: core-valence exchange estimate for silicon and gallium, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A norm-conserving pseudopotential is generated for an atom with the PBE functional and then used, unchanged, in a PBE0 calculation with mixing $\alpha=1/4$. For a valence level $i$ define the inconsistency

$$D_i=\varepsilon_i^{A}-\varepsilon_i^{P},$$

where $A$ is the all-electron PBE0 atom and $P$ the PBE0 pseudo-atom in the same configuration.

(a) Show that $D_i$ contains a quarter of the Fock minus the PBE core-valence exchange, and estimate its size.

(b) Find what else enters $D_i$ at first order in $\alpha$, without and with a nonlinear core correction.

(c) Evaluate the estimate and $D_i$ for Si $3s^23p^2$, for Ga $4s^24p^1$ with $3d$ in the core, and for Ga with $3d^{10}$ in the valence.

The model is nonrelativistic, spin-unpolarized and spherically averaged. Shell $j$ has angular momentum $l_j$, radial orbital $u_j=rR_j$ with $\int u_j^2\,dr=1$, and $f_j$ electrons spread evenly over its $2(2l_j+1)$ spin orbitals. The all-electron PBE0 level is a reference within this model; it leaves out relativity, spin polarization and multiplet splitting and is not an ionization energy. Formulas are in Hartree atomic units, energies are quoted in eV and radii in bohr. The density is $n=n_c+n_v$ (core plus valence), and a tilde marks a pseudo quantity.

## First estimate

**What the pseudopotential freezes.** PBE0 replaces a fraction $\alpha$ of the PBE exchange energy by the Fock exchange energy of the orbitals. Its one-electron operator is

$$H^A=T+v_{\rm nuc}+v_H[n]+v_{xc}[n]+\alpha\,(K_c+K_v-v_x[n]),$$

with $v_{xc}$ and $v_x$ the PBE potentials and $K$ the Fock operator, taken with its negative sign. $K$ is linear in the density matrix, so it splits into a core and a valence part. $v_x[n]$ is nonlinear in $n$ and does not split; its core-valence part has to be defined as a difference, $v_x[n]-v_x[n_v]$.

The pseudopotential starts from screened potentials $V_l^{\rm scr}$ whose lowest level in channel $l$ equals the all-electron PBE valence level. Unscreening removes the valence interaction,

$$V_l^{\rm ion}=V_l^{\rm scr}-v_H[\tilde n_v^0]-v_{xc}[\tilde n_v^0],$$

with $\tilde n_v^0$ the pseudo valence density of the reference atom. Whatever the core contributes to exchange stays inside $V_l^{\rm ion}$ at full PBE strength. The hybrid run uses

$$H^P=T+V_l^{\rm ion}+v_H[\tilde n_v]+v_{xc}[\tilde n_v]+\alpha\,(\tilde K_v-v_x[\tilde n_v]).$$

Suppose for the moment that pseudo and true valence orbitals coincide and that no orbital moves when $\alpha$ is switched on. At $\alpha=0$ both operators have the PBE level, so the difference comes from the terms in $\alpha$:

$$(K_c+K_v-v_x[n])-(K_v-v_x[n_v])=K_c-\big(v_x[n]-v_x[n_v]\big)\equiv W .$$

The estimate is

$$D_i^{\rm est}=\alpha\langle\phi_i|W|\phi_i\rangle=\tfrac14\big(\langle K_c\rangle_i-\langle v_x^{cv}\rangle_i\big),\qquad v_x^{cv}=v_x[n]-v_x[n_v],$$

with PBE orbitals. A negative value means that the true level lies below the pseudopotential level.

**Scaling.** Compress all orbitals by a factor $s$: $\phi(\mathbf r)\to s^{3/2}\phi(s\mathbf r)$. In an exchange integral $\iint\phi_i\phi_j(\mathbf r)\,\phi_i\phi_j(\mathbf r')/|\mathbf r-\mathbf r'|$ the four orbitals give $s^6$, the two volume elements $s^{-6}$ and the Coulomb kernel $s$, so the integral scales as $s$. The PBE exchange energy density is $n^{4/3}$ times a function of $|\nabla n|/n^{4/3}$; that ratio goes as $s^4/s^4$ and is unchanged, so the potential scales as $n^{1/3}\propto s$. Both terms of $W$ are thus inverse lengths. Both act where the core density is, so each has the size $-q/R$, with $R$ the radius of the outer core shell and $q$ the weight of the valence orbital in that region. As rough guesses that only set a scale, and are not computed weights, take $R\approx1$ bohr, $q\approx0.1$ for an $s$ or $p$ orbital whose main lobe lies outside the core, and $q\approx1$ for Ga $3d$, which shares its principal shell with the $3s$ and $3p$ core. With 1 Ha $=27.2$ eV each term is then about $-3$ eV for $s,p$ and $-30$ eV for $3d$, and a quarter of this is about $0.7$ eV and $7$ eV. These are scales for each term. The estimate is a difference of two such terms, so it should be a fraction of the scale, and scaling fixes neither the fraction nor the sign.

**The Fock element.** Each spin orbital of shell $j$ has occupation $f_j/[2(2l_j+1)]$, and exchange couples equal spins. With $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$, the addition theorem $\sum_mY_{l_jm}(\hat r)Y^*_{l_jm}(\hat r')=(2l_j+1)P_{l_j}(\cos\gamma)/4\pi$ cancels the factor $2l_j+1$, and the multipole expansion of $1/|\mathbf r-\mathbf r'|$ gives the kernel

$$K(\mathbf r,\mathbf r')=-\sum_j\frac{f_j}{2}\,\frac{R_j(r)R_j(r')}{4\pi}\sum_k\frac{r_<^k}{r_>^{k+1}}\,P_{l_j}P_k .$$

Expand $P_{l_j}P_k=\sum_L(2L+1)\,c(L,k,l_j)\,P_L$. Orthogonality, $\int_{-1}^1P_L^2\,dx=2/(2L+1)$, gives $c(L,k,l_j)=\tfrac12\int_{-1}^1P_LP_kP_{l_j}\,dx$, which is the squared $3j$ symbol with zero projections. The combination $(2L+1)P_L/4\pi$ is the projector on angular momentum $L$, so acting on an orbital with $l_i$ selects $L=l_i$:

$$\langle K_c\rangle_i=-\sum_{j\in c}\frac{f_j}{2}\sum_kc(l_i,k,l_j)\,G^k(i,j),$$
$$G^k(i,j)=\iint u_iu_j(r)\,\frac{r_<^k}{r_>^{k+1}}\,u_iu_j(r')\,dr\,dr' .$$

The coefficients needed for Si are $c(0,0,0)=1$, $c(0,1,1)=c(1,1,0)=c(1,0,1)=\tfrac12\int x^2dx=\tfrac13$ and $c(1,2,1)=\tfrac12\int x^2\,\tfrac{3x^2-1}{2}\,dx=\tfrac12(\tfrac35-\tfrac13)=\tfrac2{15}$. With $f/2=1$ for $s$ shells and $3$ for $2p$,

$$\langle K_c\rangle_{3s}=-[G^0(1s)+G^0(2s)+G^1(2p)]$$
$$=-[0.3692+0.7776+0.9779]=-2.125\ \text{eV},$$
$$\langle K_c\rangle_{3p}=-[\tfrac13G^1(1s)+\tfrac13G^1(2s)+G^0(2p)+\tfrac25G^2(2p)]$$
$$=-[0.1420+0.1650+0.6376+0.2448]=-1.189\ \text{eV},$$

from $G^1(1s)=0.4259$, $G^1(2s)=0.4950$ and $G^2(2p)=0.6121$ eV. For Ga $4s$ the $3d$ shell enters with $5\,c(0,2,2)=5\cdot\tfrac15=1$ and contributes $-G^2=-1.259$ eV of the $-3.053$ eV found with $3d$ in the core.

**The PBE element.** Write $E_x=\int4\pi r^2e(n,\sigma)\,dr$ with $\sigma=n'^2$ and $n=\sum_jf_jR_j^2/4\pi$. A change $\delta f_i$ at frozen orbitals gives $\delta n=R_i^2\,\delta f_i/4\pi$, $\delta n'=2R_iR_i'\,\delta f_i/4\pi$ and $\delta\sigma=2n'\delta n'$. Since $\delta E_x=\int v_x\,\delta n\,d^3r=\langle v_x\rangle_i\,\delta f_i$,

$$\langle v_x[n]\rangle_i=\int r^2\big[e_nR_i^2+4e_\sigma\,n'R_iR_i'\big]dr .$$

Evaluating this at $n$ and at $n_v$ and subtracting gives $\langle v_x^{cv}\rangle_i$. For Si, $D^{\rm est}_{3s}=(-2.125+1.587)/4=-0.134$ eV and $D^{\rm est}_{3p}=(-1.189+0.955)/4=-0.059$ eV. All cases, in eV:

| level | $\langle K_c\rangle$ | $\langle v_x^{cv}\rangle$ | $D^{\rm est}$ |
|---|---|---|---|
| Si $3s$ | $-2.125$ | $-1.587$ | $-0.134$ |
| Si $3p$ | $-1.189$ | $-0.955$ | $-0.059$ |
| Ga $4s$, $d$ core | $-3.053$ | $-2.793$ | $-0.065$ |
| Ga $4p$, $d$ core | $-1.333$ | $-1.139$ | $-0.049$ |
| Ga $4s$, $d$ valence | $-1.793$ | $-1.050$ | $-0.186$ |
| Ga $4p$, $d$ valence | $-0.729$ | $-0.449$ | $-0.070$ |
| Ga $3d$ | $-18.769$ | $-9.630$ | $-2.285$ |

The separate terms lie at or below the guessed scales: 0.4 to 3 eV for $s,p$ against 3 eV, and 10 to 19 eV for $3d$ against 30 eV. The Fock term is the more negative in all seven cases. The two cancel to between 0.09 and 0.49 of $\langle K_c\rangle$: $0.260/3.053=0.09$ for Ga $4s$ with $d$ in the core, $9.139/18.769=0.49$ for $3d$. The radial Fock and PBE elements were tested against Gaussian-basis integrals, and the PBE element against a finite difference of $E_x$ in $f_i$ (largest deviation $2\times10^{-8}$ eV); the values are in the numerical output.

## Full solution in the model

The estimate rests on two suppositions, equal orbitals and unmoved orbitals. Each fails at first order in $\alpha$.

**The pseudopotential.** The potentials are semilocal and of Troullier-Martins form. Inside $r_c$, $\tilde u=r^{l+1}e^{p(r)}$ with $p$ an even polynomial of degree 12; outside, $\tilde u=u$. Differentiating twice, $\tilde u''/\tilde u=l(l+1)/r^2+2(l+1)p'/r+p''+p'^2$, and the radial equation $-\tfrac12\tilde u''+[l(l+1)/2r^2+V-\varepsilon]\tilde u=0$ gives $V_l^{\rm scr}=\varepsilon+(l+1)p'/r+\tfrac12(p''+p'^2)$. The seven coefficients are fixed by the norm inside $r_c$, by continuity of $p$ and four derivatives at $r_c$, and by zero curvature of $V_l^{\rm scr}$ at the origin. The radii are 1.85 bohr for Si $3s$, $3p$ and Ga $3d$, 2.15 bohr for Ga $4s$ and 2.45 bohr for Ga $4p$. The pseudo levels match the all-electron PBE levels to $1\times10^{-8}$ eV, so $D_i=0$ at $\alpha=0$.

**Pseudization.** Keep the orbitals frozen at the PBE reference but let them differ. First-order perturbation theory in each operator gives

$$D_i^{\rm bare}=\alpha\langle\phi_i|K_c+K_v-v_x[n]|\phi_i\rangle-\alpha\langle\tilde\phi_i|\tilde K_v-v_x[\tilde n_v]|\tilde\phi_i\rangle .$$

Adding and subtracting $v_x[n_v]$ in the first element,

$$D_i^{\rm bare}=\alpha\langle W\rangle_i+\alpha\Delta_i^{\rm ps},$$
$$\Delta_i^{\rm ps}=\langle\phi_i|K_v-v_x[n_v]|\phi_i\rangle-\langle\tilde\phi_i|\tilde K_v-v_x[\tilde n_v]|\tilde\phi_i\rangle .$$

This was tested against the slope of the eigenvalues of the two operators, diagonalized at small $\pm\alpha$ with fixed potentials (deviation $2\times10^{-7}$ eV). The potential $v_x[n_v]$ of the true, nodal valence density appears with a plus sign in $W$ and a minus sign in $\Delta^{\rm ps}$. It occurs in neither $H^A$ nor $H^P$. The division into the two terms is therefore a convention, and the sum is what the two calculations determine.

$\Delta^{\rm ps}$ vanishes in the limit $\tilde\phi=\phi$, a frozen-core all-electron treatment, where the estimate is the whole bare term. Norm conservation does not make it vanish. The PBE integrand is local and differs inside the largest $r_c$, where $n_v\ne\tilde n_v$. In the Fock part, the $k=0$ term of a shell with itself is the electrostatic energy of the charge $u_i^2$; equal norms make its potential equal outside $r_c$, but not inside. For $k>0$, or for $i\neq j$, the potential outside is set by the moment $\int_0^{r}r'^ku_iu_j\,dr'$, on which the norm condition says nothing.

**Screening.** Let the energy $E(\lambda,\{f\})$ be stationary with respect to the orbitals under orthonormality, with a term $-\lambda\alpha\sum_jf_j\langle\phi_j|W|\phi_j\rangle$ for a fixed operator $W$. A change of $\lambda$ or $f_i$ moves the orbitals, but stationarity removes that motion from the first derivative, leaving the explicit dependence. The energy depends on $f_i$ through the density matrix $\sum_jf_j|\phi_j\rangle\langle\phi_j|$, whose conjugate is the one-electron operator, so $\partial E/\partial f_i=\langle\phi_i|H|\phi_i\rangle=\varepsilon_i$ (Janak's theorem). Likewise $\partial E/\partial\lambda=-\alpha\sum_jf_j\langle W\rangle_j$ (Hellmann-Feynman). Equality of the mixed second derivatives gives

$$\frac{d\varepsilon_i}{d\lambda}=-\alpha\frac{\partial}{\partial f_i}\sum_jf_j\langle W\rangle_j=-\alpha\Big[\langle W\rangle_i+2\sum_jf_j\Big\langle\frac{\partial\phi_j}{\partial f_i}\Big|W\Big|\phi_j\Big\rangle\Big]$$

for real orbitals. The derivative $\partial\phi_j/\partial f_i$ is the relaxation of the atom when an electron is added and contains no small parameter, so the second term is of the same order $\alpha$ as the first. It sums over all valence shells: $W$ acting on shell $j$ shifts level $i$. The same argument with $\alpha$ as parameter, for which $\partial E/\partial\alpha=E_x^{\rm Fock}-E_x^{\rm PBE}$, gives

$$\frac{d\varepsilon_i}{d\alpha}=\frac{\partial}{\partial f_i}\big(E_x^{\rm Fock}-E_x^{\rm PBE}\big)$$

with relaxed orbitals. Both relations were tested by self-consistent finite differences taken separately on the two sides; the deviations are $2\times10^{-6}$ eV for the first (all seven levels) and $4\times10^{-5}$ eV for the second (Si, all-electron and pseudo).

For Si the second relation gives the complete first-order value $\tfrac14\,dD/d\alpha$ at $\alpha=0$: $-0.038$ eV for $3s$ and $-0.001$ eV for $3p$. The bare sums are $-0.134+0.113=-0.021$ eV and $-0.059+0.071=+0.012$ eV. Relaxation thus adds $-0.017$ and $-0.013$ eV at first order, as much as the bare sums themselves.

This part has derived the core-valence estimate and shown that, without a core correction, pseudization and orbital relaxation also enter $D_i$ at first order in $\alpha$. What remains is to treat core relaxation and the nonlinear core correction, to split $D_i$ at $\alpha=1/4$, and to compare the estimate with $D_i$ for the Si and Ga levels.
